# Two derivations of the energy-independent Riccati equation for exact decoupling, part 2

For an electron in a potential \(V\), we seek one energy-independent operator \(X\) that gives the small component \(\chi=X\phi\) from the large component \(\phi\) for all positive-energy states. Hartree atomic units are used, \(c\) is the speed of light, and energies \(E\) are counted from the rest energy. With \(p=-i\nabla\), Pauli matrices \(\sigma\) and \(K=c\,\sigma\cdot p\), the Dirac operator acting on \(\psi=(\phi,\chi)\) is

\[
D=\begin{pmatrix}V&K\\K&V-2c^2\end{pmatrix}.
\]

The first derivation started from the positive-energy states, those above a spectral gap. For bounded \(V\) with

\[
g=2c^2-(\sup V-\inf V)>0
\tag{4}
\]

it proved that \(X\) exists, with \(\|X\|\le1\), and obeys

\[
2c^2X=K-[X,V]-XKX,\qquad [X,V]=XV-VX .
\tag{3}
\]

Let \(\lambda\) lie halfway between \(\sup V-2c^2\) and \(\inf V\), and let \(J\) reverse the sign of \(\chi\). Then

\[
\operatorname{Re}\langle J\psi,(D-\lambda)\psi\rangle\ge\tfrac g2\|\psi\|^2,
\tag{6}
\]

and no energy lies closer to \(\lambda\) than \(g/2\).

For a free electron with momentum \(p\neq0\) and spin along \(z\), \(X\) is a number \(x\) with the roots

\[
x_\pm=\frac{-c\pm\sqrt{c^2+p^2}}{p},\qquad x_+=\frac{p}{c+\sqrt{c^2+p^2}} .
\]

Here \(x_+\) belongs to positive energy, with \(|x_+|<1\), and \(x_-\) to negative energy, with \(|x_-|>1\).

The model of the first half is a periodic cube of side 0.1 bohr with a Gaussian well \(-V_0e^{-r^2/2w^2}\), \(V_0=20000\) hartree, \(w=0.015\) bohr and \(c=137.036\). Its basis is plane waves with momenta \(2\pi n/(0.1\ \text{bohr})\), \(n\) a vector of integers with \(n\cdot n\le9\), and two spin directions: 246 functions, used for both components.

The second derivation instead seeks a change of variables that removes one off-diagonal block of \(D\). It uses a finite basis of \(N\) two-component functions, the same for both components, so that \(V\), \(K\) and \(X\) are \(N\times N\) matrices.

### Removing one block

Introduce a new lower variable \(\chi'=\chi-X\phi\), with \(X\) still unknown. It measures how far \(\chi\) departs from \(X\phi\). In matrix form \(\psi=L\psi'\), with

\[
L=\begin{pmatrix}1&0\\X&1\end{pmatrix},\qquad
L^{-1}=\begin{pmatrix}1&0\\-X&1\end{pmatrix}.
\]

Multiply first by \(L\) from the right:

\[
DL=\begin{pmatrix}V+KX&K\\K+(V-2c^2)X&V-2c^2\end{pmatrix}.
\]

Multiplication by \(L^{-1}\) from the left keeps the first row and subtracts \(X\) times the first row from the second:

\[
L^{-1}DL=\begin{pmatrix}V+KX&K\\-R(X)&V-2c^2-XK\end{pmatrix},
\]
\[
R(X)=2c^2X-K+XV-VX+XKX .
\tag{8}
\]

The large component no longer drives \(\chi'\) if and only if \(R(X)=0\). This is equation (3). No energy was eliminated, because none was introduced.

When \(R(X)=0\), the transformed matrix is block triangular. Its eigenvalues are those of \(h=V+KX\) together with those of \(V-2c^2-XK\). The \(2N\) Dirac energies are thus divided between two \(N\times N\) matrices. Nothing so far says that \(h\) receives the positive ones. The free electron of the first half shows that it need not: the root \(x_-\) also solves the equation, and it gives \(h\) the negative energy.

### The size of \(X\) selects the positive energies

Let \(X\) be a solution with \(\|X\|\le1\). Put \(S=1+X^\dagger X\), which is positive definite. Then

\[
Sh=\begin{pmatrix}1&X^\dagger\end{pmatrix}D\begin{pmatrix}1\\X\end{pmatrix},
\]

because \(D\) maps \((\phi,X\phi)\) to \((h\phi,Xh\phi)\) when \(R(X)=0\), and \(h\phi+X^\dagger Xh\phi=Sh\phi\). The right side is Hermitian, so \(Sh\) is Hermitian. It follows that

\[
S^{1/2}hS^{-1/2}=S^{-1/2}(Sh)S^{-1/2}
\tag{9}
\]

is Hermitian too. Hence \(h\) has real eigenvalues and \(N\) independent eigenvectors. Equation (9) also supplies a Hermitian two-component Hamiltonian. Its wave function \(S^{1/2}\phi\) has the norm of the full Dirac state, since \(\langle\phi,S\phi\rangle=\|\phi\|^2+\|X\phi\|^2\).

For any eigenvector of \(D\) with energy \(E\), inequality (6) becomes

\[
(E-\lambda)\left(\|\phi\|^2-\|\chi\|^2\right)\ge\tfrac g2\|\psi\|^2>0 .
\tag{10}
\]

The two factors have the same sign. If \(h\phi=E\phi\), then \((\phi,X\phi)\) is an eigenvector of \(D\), and \(\|X\phi\|\le\|\phi\|\). The second factor is then not negative, so \(E>\lambda\). The vectors orthogonal to all \((\phi,X\phi)\) have the form \((-X^\dagger\chi,\chi)\). They form a subspace that \(D\), being Hermitian, maps into itself. Since \(\|X^\dagger\chi\|\le\|\chi\|\), (10) gives \(E<\lambda\) for the eigenvectors in it.

The states \((\phi,X\phi)\) are therefore all the positive-energy states, and there is just one solution with \(\|X\|\le1\). Any other solution contains a negative-energy state \((\phi,X\phi)\) with \(\|X\phi\|>\|\phi\|\), and its norm exceeds one.

### Existence by switching on the coupling

It remains to show that a solution with \(\|X\|\le1\) exists. Equation (3) answers this through the singular values of \(X\), the factors by which it stretches suitable orthogonal directions. For each singular value \(s\) there are unit vectors \(u,v\) with \(Xv=su\) and \(X^\dagger u=sv\). Take the matrix element of (3) between \(u\) on the left and \(v\) on the right, term by term:

\[
\begin{aligned}
\langle u,2c^2Xv\rangle&=2c^2s,\\
\langle u,[X,V]v\rangle&=s\langle v,Vv\rangle-s\langle u,Vu\rangle,\\
\langle u,XKXv\rangle&=s^2\langle v,Ku\rangle .
\end{aligned}
\]

With \(k=\operatorname{Re}\langle u,Kv\rangle=\operatorname{Re}\langle v,Ku\rangle\), the real part of (3) is

\[
s\left(2c^2+\langle v,Vv\rangle-\langle u,Vu\rangle\right)=(1-s^2)\,k .
\tag{11}
\]

The bracket is at least \(g\). If \(s\) were equal to one, the right side would vanish and the left side would not. No solution can have a singular value equal to one.

Now replace \(K\) by \(\tau K\) and let \(\tau\) grow from 0 to 1. The bounds on \(V\) do not change, so the gap around \(\lambda\) stays open and the positive-energy subspace changes continuously. At \(\tau=0\) this subspace consists of the vectors \((\phi,0)\), and \(X=0\). As \(\tau\) grows, the singular values of \(X\) move continuously and cannot pass through one, so they remain below it.

The map cannot cease to exist on the way either. Suppose it exists up to some value of \(\tau\). By continuity \(\|\chi\|\le\|\phi\|\) for all positive-energy states at that value. None of them has a vanishing large component, so their \(N\) independent large components span the space, and \(X\) exists there and slightly beyond. The solution therefore reaches \(\tau=1\) with \(\|X\|<1\).

Equation (11) also limits the size of \(X\). Since \(|k|\le\|K\|\),

\[
\frac{s}{1-s^2}\le\frac{\|K\|}{g}
\tag{12}
\]

for every singular value of this solution. In the model of the first half, \(\|K\|=1.3755\,c^2=25830\) hartree and \(g=24203\) hartree. The ratio is 1.067, and (12) gives \(s\le0.636\). The computed norm is \(\|X\|=0.515\).

### Solving the equation without Dirac eigenvectors

Equation (3) can be solved by Newton's method. Insert \(X+Y\) into (8) and collect the terms by their order in the correction \(Y\):

\[
R(X+Y)=R(X)+(2c^2-V+XK)Y+Y(V+KX)+YKY .
\]

Dropping the quadratic term and setting the rest to zero gives a linear equation for \(Y\):

\[
(2c^2-V+XK)Y+Y(V+KX)=-R(X) .
\]

At the solution, the matrix to the right of \(Y\) is \(h\), with the positive energies \(E_+\). The matrix to the left is minus the lower block in (8), with eigenvalues \(-E_-\), where \(E_-\) are the negative energies. The linear equation thus involves the sums \(E_+-E_-\), which are not smaller than the gap, and it is well conditioned in this sense.

In the model, the iteration was started from the free-particle map

\[
X_{\rm free}=\frac{c\,\sigma\cdot p}{c^2+c\sqrt{c^2+p^2}} .
\]

This is \(x_+\) of the first half with \(p\) replaced by \(\sigma\cdot p\) in the numerator, as \((\sigma\cdot p)^2=p^2\) allows. The correction fell below \(10^{-11}\) in norm at the fourth step.

An unwanted solution can be constructed as well. Take the \(N\) positive-energy eigenvectors, replace one of them by the lowest negative-energy eigenvector, and let \(X\) map the \(N\) large components to the small ones. The replaced vector is chosen so that the large components remain independent. These vectors still span a subspace that \(D\) maps into itself, so (3) holds. For one such choice the norm of the solution is 3.67, on the far side of one.

### Weak relativity

Let \(c\) grow while \(V\) and the range of momenta stay fixed. Insert \(X=X_1/c+X_2/c^2+X_3/c^3+\dots\) into (3). The orders \(c\), \(c^0\) and \(c^{-1}\) give

\[
\begin{aligned}
2X_1&=\sigma\cdot p,\qquad 2X_2=0,\\
2X_3&=-[X_1,V]-X_1(\sigma\cdot p)X_1\\
&=-\tfrac12[\sigma\cdot p,V]-\tfrac14(\sigma\cdot p)^3 .
\end{aligned}
\]

At order \(c^{-2}\) every term on the right contains \(X_2\), so \(X_4=0\). Thus

\[
X=\frac{\sigma\cdot p}{2c}-\frac{1}{4c^3}\left([\sigma\cdot p,V]+\tfrac12(\sigma\cdot p)^3\right)+O(c^{-5}).
\tag{13}
\]

The first term gives \(h=V+c\,\sigma\cdot p\,X\to V+p^2/2\), the Schrödinger Hamiltonian, provided \((\sigma\cdot p)^2=p^2\) also holds for the matrices, as it does for plane waves. For a local potential \([\sigma\cdot p,V]=-i\,\sigma\cdot\nabla V\), so the commutator in (3) brings in the force.

With the matrices of the model and the speed of light raised to ten and twenty times its value, the remainder of (13) has the norm \(3.20\times10^{-6}\) and \(1.01\times10^{-7}\). The ratio is 31.7, close to the factor \(2^5=32\) expected for a remainder of order \(c^{-5}\).

The expansion needs momenta well below \(c\). For a free electron it is the power series of \(x_+\) in \(p/c\), which converges for \(p<c\) and diverges for \(p>c\). The operator \(X\) stays bounded at high momentum, while the terms of (13) grow without limit. Equation (3) does not have this restriction.

### When the condition on \(V\) fails

If \(V\) varies by more than \(2c^2\), a map \(X\) may fail to exist. Consider two sites with potentials 0 and \(-v\), with \(v>2c^2\), and set \(K=0\). The large-component levels are 0 and \(-v\), and the small-component levels are \(-2c^2\) and \(-v-2c^2\). The upper two of the four levels are 0 and \(-2c^2\). The second of these has no large component at all, and no operator can produce its small component from zero. A weak coupling \(K=k\) within each site does not help. The levels are then \(-c^2\pm\sqrt{c^4+k^2}\) on the first site and the same values lowered by \(v\) on the second. As long as \(v>2\sqrt{c^4+k^2}\), both upper levels have their large component on the first site, and one large component cannot determine two different small ones. Only for larger \(k\) do the levels change order, and the map then exists with a norm below one. A weak \(K\) that connects the large component on one site with the small component on the other, in contrast, gives the second level a small large component on the other site. The map for the upper two levels then exists, with a norm of about \((v-2c^2)/k\), far above one when \(k\ll v-2c^2\).

A large variation does not always have this effect, however. Take motion in one dimension with one spin component, so that \(\sigma\cdot p\) becomes the number \(p\) for each plane wave. Let a Gaussian well of depth \(3c^2\) and width \(0.1/c\) stand in a periodic box of length \(4/c\), with 65 plane waves. The lowest eigenvalue of the potential matrix is \(-2.89\,c^2\). The mean of its eigenvalues equals the mean potential, \(-3c^2\sqrt{2\pi}\times0.1/4=-0.19\,c^2\), and the highest eigenvalue is not below that. The variation is therefore at least \(2.70\,c^2\), and \(g\) is negative.

Without a guaranteed gap, count the upper 65 of the 130 levels as positive. Then the lowest positive energy is \(-0.29\,c^2\) and the highest negative energy \(-2.13\,c^2\). The map exists, with norm 0.98. At this depth the number is set by the basis and not by the well (at twice the depth the norm rises to 1.13): it is the free-particle value \(x_+\) at the largest momentum of the basis, \(2\pi\times32\,c/4=50.3\,c\). Although the well is deeper than \(2c^2\), a wide gap remains between the two sets of levels in this example. The condition \(g>0\) is sufficient and not necessary.

The potential of a point nucleus is unbounded and lies outside the existence proof of the first half. There, equation (3) follows from the algebra of that half if the existence of \(X\) is taken as an assumption. In a finite basis the matrix of this potential has finite extreme eigenvalues, and the proof of the second half applies as long as they give \(g>0\). In all-electron Gaussian bases this holds only for light atoms. With uncontracted ANO \(s\) and \(p\) functions the lowest eigenvalue is about \(-2250\) hartree for carbon, but \(-1.5\times10^5\) for copper and \(-9.8\times10^5\) for gold, so that \(g<0\) and the proof says nothing there.

### What each derivation assumes

Both derivations assume that the same \(V\) acts on both components. If the blocks were \(V_L\) for the large and \(V_S-2c^2\) for the small component, the steps leading to (8) would give \(XV_L-V_SX\) in place of the commutator.

The first derivation assumes that the positive-energy states form a subspace on which the large component determines the small one. Equation (3) is then a consequence. The argument says from the start which states are meant, and it covers unbounded \(\sigma\cdot p\) and a continuous spectrum. Taken alone it gives a necessary condition: the wanted \(X\) solves (3), but a solution of (3) need not be the wanted \(X\).

The second derivation assumes no knowledge of the spectrum in order to reach the equation. It shows that (3) is necessary and sufficient for removing the block. For that reason it admits every solution, and it needs the additional condition \(\|X\|\le1\) to single out the positive energies. As written it holds for finite matrices with one basis for both components. That suits plane waves, which \(\sigma\cdot p\) maps into themselves. A Gaussian basis used for both components also satisfies the algebra, but its matrix \((\sigma\cdot p)^2\) falls short of \(p^2\) and the levels collapse: for hydrogen in the uncontracted cc-pVTZ basis the lowest positive-energy level is \(-9.6\) instead of \(-0.5\) hartree, although \(g>0\) and \(\|X\|<1\). Molecular calculations therefore build the small-component basis from \(\sigma\cdot p\) acting on the large-component functions. The matrices \(V_L\) and \(V_S\) then differ, and \(XV_L-V_SX\) takes the place of the commutator.

The condition \(g>0\) enters neither piece of algebra. In the first derivation it guarantees that the map exists. In the second it keeps the singular values away from one, and so separates the wanted solution from the others.
